# Donors and Acceptors Need Not Scatter Carriers Equally: verification in Python

```python
"""Sign dependence of carrier scattering by a screened ion.

Result under test: for V(r) = -s e^2 exp(-r/lam)/(4 pi eps r), with s=+1 for
a donor and s=-1 for an acceptor (the carrier is an electron), the first Born
cross section is blind to s. The next order makes weak attraction scatter more.
Strong attraction can scatter less, and the unscreened limit is sign-blind.

Symbols: a = effective Bohr radius, g = lam/a, coupling = s*g, x = k*lam,
Q = q*lam. Lengths in the scattering routines are in units of lam.
sigma_tr = transport (momentum-loss) cross section.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import (expit, eval_legendre, loggamma,
                           spherical_jn, spherical_yn)

R_MIN, R_MAX = 1e-3, 16.0


def gauss(count, low, high):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (high - low)
    return low + half * (nodes + 1), half * weights


def phase_shifts(coupling, x, l_max, step=0.1):
    """Numerov on a logarithmic mesh; result has axes (coupling, l, x).

    A free wave (coupling 0) runs along on the same mesh. Its true phase
    shift is zero, so what the mesh gives it is an error and is subtracted.
    """
    c = np.concatenate([[0.0], np.atleast_1d(np.asarray(coupling, float))])
    c = c[:, None, None]
    x = np.atleast_1d(np.asarray(x, float))[None, None, :]
    l = np.arange(l_max + 1)[None, :, None]
    span = np.log(R_MAX / R_MIN)
    n = int(span / min(0.003, step / (R_MAX * x.max()))) + 1
    h2 = (span / n) ** 2
    r = np.geomspace(R_MIN, R_MAX, n + 1)
    r_squared, well = r**2, 2 * r * np.exp(-r)
    barrier, x_squared = (l + 0.5) ** 2, x**2

    def curvature(i):
        return (barrier - r_squared[i] * x_squared) - c * well[i]

    # u = sqrt(r) y; regular start u ~ r^(l+1) [1 - coupling*r/(l+1)]
    y = (np.exp((l + 0.5) * span / n) * (1 - c * r[1] / (l + 1))
         / (1 - c * r[0] / (l + 1))) * np.ones_like(x)
    w = curvature(1)
    p_old = 1 - h2 * curvature(0) / 12
    p = (1 - h2 * w / 12) * y
    mark = n - 10
    for i in range(1, n):
        p_old, p = p, 2 * p - p_old + h2 * w * y
        w = curvature(i + 1)
        y = p / (1 - h2 * w / 12)
        if i + 1 == mark:
            y_mark = y
        elif i % 400 == 0 and i < n - 20:
            size = np.abs(p) + np.abs(p_old)
            p_old, p, y = p_old / size, p / size, y / size
    ratio = (y_mark / np.sqrt(r[mark])) / (y / np.sqrt(r[n]))
    top = spherical_jn(l, x * r[mark]) - ratio * spherical_jn(l, x * r[n])
    low = spherical_yn(l, x * r[mark]) - ratio * spherical_yn(l, x * r[n])
    raw = np.arctan(top / low)
    delta, c = raw[1:] - raw[:1], c[1:]
    # continuous branch when no bound state exists: sign of delta = sign of c
    delta = np.where((c > 0) & (delta < -1e-3), delta + np.pi, delta)
    return np.where((c < 0) & (delta > 1e-3), delta - np.pi, delta)


def sigma_from_phases(delta, x):
    l = np.arange(delta.shape[1] - 1)[None, :, None]
    jump = np.sin(delta[:, :-1] - delta[:, 1:]) ** 2
    return 4 * np.pi / np.asarray(x) ** 2 * np.sum((l + 1) * jump, axis=1)


def sigma_born(g, x):
    b = 4 * x**2
    return 2 * np.pi * g**2 / x**4 * (np.log1p(b) - b / (1 + b))


def amplitude(delta_l, x, cosine):
    l = np.arange(len(delta_l))[:, None]
    wave = (2 * l + 1) * (np.exp(1j * delta_l) * np.sin(delta_l))[:, None]
    return np.sum(wave * eval_legendre(l, cosine[None, :]), axis=0) / x


def second_born_real(x, cosine):
    """Real second-order amplitude divided by g^2."""
    y, weight = gauss(40, 0, 1)
    q2 = 2 * x**2 * (1 - cosine)
    m2 = 1 + y[:, None] * (1 - y[:, None]) * q2[None, :]
    return 2 * np.sum(weight[:, None] / (np.sqrt(m2) * (1 + 4 * x**2 * m2)),
                      axis=0)


# ---- radial solver against the variable-phase equation (s wave) ----
for c in (0.6, -0.6):
    x_test = 1.5
    flow = solve_ivp(lambda r, d: 2 * c * np.exp(-r) / (r * x_test)
                     * np.sin(x_test * r + d) ** 2, (1e-8, 25), [0.0],
                     method="DOP853", rtol=1e-9, atol=1e-11)
    direct = phase_shifts(c, x_test, 20)[0, :, 0]
    assert abs(flow.y[0, -1] - direct[0]) < 2e-5
    # ---- partial-wave sum against angular integration ----
    cosine, weight = gauss(80, -1, 1)
    f = amplitude(direct, x_test, cosine)
    angular = 2 * np.pi * np.sum(weight * (1 - cosine) * abs(f) ** 2)
    summed = sigma_from_phases(direct[None, :, None], x_test)[0, 0]
    assert abs(angular / summed - 1) < 1e-5

# ---- first and second Born terms against weak-coupling phase shifts ----
g_weak = 0.03
cosine, weight = gauss(80, -1, 1)
weak_rows = []
for x_test in (0.3, 1.0, 3.0):
    d = phase_shifts([g_weak, -g_weak], x_test, int(12 + 10 * x_test), 0.03)
    s_plus, s_minus = sigma_from_phases(d, x_test)[:, 0]
    assert abs((s_plus + s_minus) / 2 / sigma_born(g_weak, x_test) - 1) < 0.01
    f_even = (amplitude(d[0, :, 0], x_test, cosine)
              + amplitude(d[1, :, 0], x_test, cosine)).real / 2
    f_second = second_born_real(x_test, cosine)
    assert np.max(abs(f_even / g_weak**2 / f_second - 1)) < 0.02
    f_first = 2 / (1 + 2 * x_test**2 * (1 - cosine))
    cubic = 2 * np.pi * np.sum(weight * (1 - cosine) * 2 * f_first * f_second)
    measured = (s_plus - s_minus) / 2 / g_weak**3
    assert abs(measured / cubic - 1) < 0.02
    l = np.arange(d.shape[1])
    forward = np.sum((2 * l + 1) * (d[0, :, 0] - d[1, :, 0])) / 2
    assert abs(forward / (2 * g_weak * x_test) - 1) < 0.01
    weak_rows.append((x_test, cubic, measured,
                      2 * cubic / sigma_born(1.0, x_test)))

# ---- zero energy: trial functions 1-exp(-n r), all integrals closed ----
n = np.arange(1, 8)[:, None].astype(float)
kinetic = n * n.T / (n + n.T)
attraction = 2 * np.log((1 + n) * (1 + n.T) / (1 + n + n.T))
source = (2 * n / (n + 1))[:, 0]
thresholds = 1 / eigh(attraction, kinetic, eigvals_only=True)[::-1]


def zero_energy_amplitude(c):
    response = np.linalg.solve(kinetic - c * attraction, c * source)
    return c * (2 + source @ response)


x_low = 0.02
low_sigma = sigma_from_phases(phase_shifts([0.5, -0.5], x_low, 6), x_low)[:, 0]
f_half = np.array([zero_energy_amplitude(0.5), zero_energy_amplitude(-0.5)])
assert np.allclose(low_sigma, 4 * np.pi * f_half**2, rtol=0.01)
curve = (zero_energy_amplitude(0.01) + zero_energy_amplitude(-0.01)) / 2e-4
assert abs(curve - 2) < 0.01
g_blind = brentq(zero_energy_amplitude, 1.05 * thresholds[0],
                 0.95 * thresholds[1])
x_blind = 0.05
blind = sigma_from_phases(phase_shifts([g_blind, -g_blind], x_blind, 6),
                          x_blind)[:, 0]
assert blind[0] < 0.1 * blind[1]

# ---- unscreened limit: exact phase jumps, then growing screening length ----
order = np.arange(6)
for eta_c in (0.7, -0.7):
    jump = (loggamma(order + 1 + 1j * eta_c)
            - loggamma(order + 2 + 1j * eta_c)).imag
    assert np.allclose(jump, -np.arctan(eta_c / (order + 1)), atol=1e-12)
coulomb_g = (1.0, 2.0, 4.0, 8.0)
coulomb_ratio = []
for g in coulomb_g:
    s = sigma_from_phases(phase_shifts([g, -g], g, int(8 + 6 * g)), g)[:, 0]
    coulomb_ratio.append(s[0] / s[1])
assert abs(coulomb_ratio[-1] - 1) < 0.5 * abs(coulomb_ratio[0] - 1)

# ---- worked example: round model parameters, SI inside ----
MASS, PERMITTIVITY, DENSITY, TEMPERATURE = 0.07, 13.0, 1e18, 300.0
LATTICE_MOBILITY, GAP_EV = 8000.0, 1.4
e, hbar = const.e, const.hbar
eps = PERMITTIVITY * const.epsilon_0


def make_sample(density_cm3, temperature, mass_ratio, nodes=28):
    density, thermal = density_cm3 * 1e6, const.k * temperature
    m = mass_ratio * const.m_e
    prefactor = (2 * m * thermal / hbar**2) ** 1.5 / (2 * np.pi**2)

    def filling(eta, derivative=False):
        z, w = gauss(120, 0, np.sqrt(max(eta, 0) + 30))
        occ = expit(eta - z**2)
        if derivative:
            occ = occ * expit(z**2 - eta)
        return prefactor * np.sum(w * 2 * z**2 * occ)

    eta = brentq(lambda t: filling(t) / density - 1, -15, 60)
    lam = np.sqrt(eps * thermal / (e**2 * filling(eta, True)))
    a = 4 * np.pi * eps * hbar**2 / (m * e**2)
    z, w = gauss(nodes, 0, np.sqrt(max(eta, 0) + 14))
    window = 2 * z * w * expit(eta - z**2) * expit(z**2 - eta)
    weight = window * z**3
    return SimpleNamespace(
        density=density, m=m, thermal=thermal, eta=eta, lam=lam, a=a,
        k=z * np.sqrt(2 * m * thermal) / hbar, window=window, weight=weight,
        mean_energy=thermal * np.sum(weight * z**2) / np.sum(weight))


def scatter(sample, signs=(1, -1), scale=1.0, step=0.15):
    lam = scale * sample.lam
    x = sample.k * lam
    d = phase_shifts(np.array(signs) * lam / sample.a, x,
                     int(8 + 6 * x.max()), step)
    return lam**2 * sigma_from_phases(d, x), d


def mobility(sample, inverse_length, extra_rate=0.0):
    """cm^2/Vs from N*sigma_tr (1/m) and an added constant rate (1/s)."""
    rate = hbar * sample.k / sample.m * inverse_length + extra_rate
    tau = np.sum(sample.weight / rate) / np.sum(sample.weight)
    return 1e4 * e * tau / sample.m


def pair(sample, **options):
    sigma = scatter(sample, **options)[0]
    return [mobility(sample, sample.density * s) for s in sigma]


def born_mobility(sample, ions):
    sigma = sample.lam**2 * sigma_born(sample.lam / sample.a,
                                       sample.k * sample.lam)
    return mobility(sample, ions * sigma)


main = make_sample(DENSITY, TEMPERATURE, MASS)
g_main = main.lam / main.a
assert g_main < thresholds[0]          # the screened donor binds no electron
sigma_main, delta_main = scatter(main)
mu_donor, mu_acceptor = [mobility(main, main.density * s) for s in sigma_main]
mu_born = born_mobility(main, main.density)
fine = pair(make_sample(DENSITY, TEMPERATURE, MASS, 40), step=0.08)
assert np.allclose(fine, [mu_donor, mu_acceptor], rtol=2e-3)

ions_d, ions_a = 1.5 * main.density, 0.5 * main.density
mu_comp = mobility(main, ions_d * sigma_main[0] + ions_a * sigma_main[1])
mu_comp_born = born_mobility(main, ions_d + ions_a)


# ---- displaced charge (Friedel sum) and sign-dependent screening ----
def displaced(sample, delta):
    l = np.arange(delta.shape[0])[:, None]
    return 2 / np.pi * np.sum(sample.window * np.sum((2 * l + 1) * delta, 0))


born_charge = 2 / np.pi * np.sum(main.window * 2 * g_main * main.k * main.lam)
assert abs(born_charge - 1) < 2e-3
charge_d = displaced(main, delta_main[0])
charge_a = -displaced(main, delta_main[1])
assert charge_d > 1 > charge_a


def charge_error(scale, sign):
    return sign * displaced(main, scatter(main, (sign,), scale)[1][0]) - 1


scale_d = brentq(charge_error, 0.5, 1.0, args=(1,), xtol=1e-4)
scale_a = brentq(charge_error, 1.0, 2.0, args=(-1,), xtol=1e-4)
mu_d_friedel = pair(main, signs=(1,), scale=scale_d)[0]
mu_a_friedel = pair(main, signs=(-1,), scale=scale_a)[0]

# ---- other neglected effects, for the example's own numbers ----
lattice_rate = e / (main.m * LATTICE_MOBILITY * 1e-4)
with_lattice = [mobility(main, main.density * s, lattice_rate)
                for s in sigma_main]
mass_heavy = MASS * (1 + 2 * main.mean_energy / (GAP_EV * e))
heavy = pair(make_sample(DENSITY, TEMPERATURE, mass_heavy))
cold = pair(make_sample(DENSITY, 77.0, MASS))
hot = pair(make_sample(DENSITY, 400.0, MASS))
k_mean = np.sqrt(2 * main.m * main.mean_energy) / hbar
path = hbar * k_mean / main.m * mu_donor * 1e-4 * main.m / e
overlap = 4 * np.pi / 3 * main.density * main.lam**3
energy_at_lam = e**2 * np.exp(-1) / (4 * np.pi * eps * main.lam)

print("Weak coupling: x, cubic coefficient (formula, phase shifts; lam^2),")
print("  and relative sign difference (sigma+ - sigma-)/sigma_Born per g")
for row in weak_rows:
    print("  x=%.1f  %.4f  %.4f  %.4f" % row)
print(f"First binding couplings g: {thresholds[0]:.4f}, {thresholds[1]:.3f}")
print(f"Zero-energy amplitude at g=0.5, donor: {f_half[0]:.4f} lam")
print(f"Zero-energy amplitude at g=0.5, acceptor: {f_half[1]:.4f} lam")
print(f"Donor amplitude vanishes at g = {g_blind:.3f}")
print(f"  there, x={x_blind}: sigma_tr donor {blind[0]:.4f} lam^2,"
      f" acceptor {blind[1]:.3f} lam^2")
print("Towards bare Coulomb (k*a=1): g, sigma_tr donor/acceptor")
for g, ratio in zip(coulomb_g, coulomb_ratio):
    print(f"  g={g:.0f}  {ratio:.4f}")
print(f"Inputs: mass {MASS} m_e, permittivity {PERMITTIVITY},"
      f" n {DENSITY:.1e} cm^-3, T {TEMPERATURE:.0f} K")
print(f"Effective Bohr radius {main.a * 1e9:.3f} nm")
print(f"Screening length {main.lam * 1e9:.3f} nm, g = {g_main:.4f}")
print(f"Chemical potential {main.eta * main.thermal / e * 1e3:.1f} meV,"
      f" kT {main.thermal / e * 1e3:.2f} meV")
print(f"Mean transport energy {main.mean_energy / e * 1e3:.1f} meV,"
      f" its k*lam = {k_mean * main.lam:.3f}")
print(f"Mobility, Born, either sign: {mu_born:.0f} cm^2/Vs")
print(f"Mobility, donors only: {mu_donor:.0f} cm^2/Vs")
print(f"Mobility, acceptors only, same lam: {mu_acceptor:.0f} cm^2/Vs")
print(f"Mobility ratio acceptor/donor: {mu_acceptor / mu_donor:.3f}")
print(f"Compensated (1.5 N donors + 0.5 N acceptors): {mu_comp:.0f} cm^2/Vs,"
      f" Born {mu_comp_born:.0f} cm^2/Vs")
print("Density trend, 300 K: n (cm^-3), lam (nm), g, mobilities (cm^2/Vs)")
for density in (1e17, 3e17):
    other = make_sample(density, TEMPERATURE, MASS)
    mu_d, mu_a = pair(other)
    print(f"  {density:.0e} lam {other.lam * 1e9:.2f} g"
          f" {other.lam / other.a:.3f} donor {mu_d:.0f} acceptor {mu_a:.0f}"
          f" Born {born_mobility(other, other.density):.0f}"
          f" ratio {mu_a / mu_d:.3f}")
print(f"Displaced charge at linear lam (units of e): Born {born_charge:.4f},"
      f" donor {charge_d:.4f}, acceptor {charge_a:.4f}")
print(f"Friedel-adjusted lam: donor {scale_d * main.lam * 1e9:.3f} nm,"
      f" acceptor {scale_a * main.lam * 1e9:.3f} nm")
print(f"Friedel-adjusted mobility: donor {mu_d_friedel:.0f},"
      f" acceptor {mu_a_friedel:.0f} cm^2/Vs,"
      f" ratio {mu_a_friedel / mu_d_friedel:.3f}")
print(f"With rough lattice mobility {LATTICE_MOBILITY:.0f} cm^2/Vs: donor"
      f" {with_lattice[0]:.0f}, acceptor {with_lattice[1]:.0f} cm^2/Vs,"
      f" ratio {with_lattice[1] / with_lattice[0]:.3f}")
print(f"Nonparabolic mass (rough gap {GAP_EV} eV): {mass_heavy:.4f} m_e,"
      f" donor {heavy[0]:.0f} cm^2/Vs, ratio {heavy[1] / heavy[0]:.3f}")
print(f"Mobility ratio at 77 K: {cold[1] / cold[0]:.3f},"
      f" at 400 K: {hot[1] / hot[0]:.3f}")
print(f"Ions inside one screening sphere: {overlap:.3f}")
print(f"Mean free path (donors) {path * 1e9:.1f} nm, k*path"
      f" = {k_mean * path:.1f}")
print(f"Ion potential energy at r=lam: {energy_at_lam / e * 1e3:.2f} meV")
print(f"Field giving kT per mean free path:"
      f" {main.thermal / (e * path) * 1e-5:.2f} kV/cm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Weak coupling: x, cubic coefficient (formula, phase shifts; lam^2),
  and relative sign difference (sigma+ - sigma-)/sigma_Born per g
  x=0.3  58.1885  58.2670  3.5071
  x=1.0  4.0808  4.0800  1.6048
  x=3.0  0.0317  0.0317  0.3097
First binding couplings g: 0.8399, 3.224
Zero-energy amplitude at g=0.5, donor: 2.2069 lam
Zero-energy amplitude at g=0.5, acceptor: -0.6811 lam
Donor amplitude vanishes at g = 2.233
  there, x=0.05: sigma_tr donor 0.0082 lam^2, acceptor 31.189 lam^2
Towards bare Coulomb (k*a=1): g, sigma_tr donor/acceptor
  g=1  3.3483
  g=2  2.1892
  g=4  1.6375
  g=8  1.3433
Inputs: mass 0.07 m_e, permittivity 13.0, n 1.0e+18 cm^-3, T 300 K
Effective Bohr radius 9.828 nm
Screening length 5.650 nm, g = 0.5749
Chemical potential 38.9 meV, kT 25.85 meV
Mean transport energy 88.3 meV, its k*lam = 2.276
Mobility, Born, either sign: 7359 cm^2/Vs
Mobility, donors only: 6612 cm^2/Vs
Mobility, acceptors only, same lam: 8605 cm^2/Vs
Mobility ratio acceptor/donor: 1.301
Compensated (1.5 N donors + 0.5 N acceptors): 3503 cm^2/Vs, Born 3680 cm^2/Vs
Density trend, 300 K: n (cm^-3), lam (nm), g, mobilities (cm^2/Vs)
  1e+17 lam 14.13 g 1.438 donor 28490 acceptor 33272 Born 29704 ratio 1.168
  3e+17 lam 8.71 g 0.886 donor 13186 acceptor 16457 Born 14245 ratio 1.248
Displaced charge at linear lam (units of e): Born 1.0000, donor 1.0543, acceptor 0.9538
Friedel-adjusted lam: donor 5.500 nm, acceptor 5.784 nm
Friedel-adjusted mobility: donor 6745, acceptor 8425 cm^2/Vs, ratio 1.249
With rough lattice mobility 8000 cm^2/Vs: donor 3369, acceptor 3950 cm^2/Vs, ratio 1.172
Nonparabolic mass (rough gap 1.4 eV): 0.0788 m_e, donor 5800 cm^2/Vs, ratio 1.326
Mobility ratio at 77 K: 1.515, at 400 K: 1.237
Ions inside one screening sphere: 0.756
Mean free path (donors) 175.3 nm, k*path = 70.6
Ion potential energy at r=lam: 7.21 meV
Field giving kT per mean free path: 1.47 kV/cm
ALL CHECKS PASSED
```
